# Can two unequal van der Pauw readings be averaged?: a numerical check

```python
# Result under test: for a uniform, isotropic, hole-free film with four point
# contacts on its edge, the sheet resistance Rs solves
#     exp(-pi RA/Rs) + exp(-pi RB/Rs) = 1,
# and the averaged value (pi/ln 2)(RA+RB)/2 is never below Rs; it is above Rs
# whenever RA and RB differ, by the fraction ln(cosh d)/ln 2, d = pi(RA-RB)/(2Rs).
# RA: current 1->2, voltage V4-V3.  RB: current 2->3, voltage V1-V4.
# Contacts 1,2,3,4 follow one another around the edge.
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

LN2 = np.log(2.0)


def solve_sheet(ra, rb):
    """Root of the van der Pauw equation, bracketed by the two equal-reading cases."""
    low = 0.999 * np.pi * min(ra, rb) / LN2
    high = 1.001 * np.pi * max(ra, rb) / LN2
    return brentq(lambda s: np.exp(-np.pi * ra / s) + np.exp(-np.pi * rb / s) - 1,
                  low, high, xtol=1e-14, rtol=1e-14)


def averaged_sheet(ra, rb):
    return np.pi / LN2 * (ra + rb) / 2


def rectangle_reading(sheet, side, distance):
    """Separated-variable series: current between the ends of one side,
    voltage between the ends of the opposite side."""
    n = np.arange(1, 60, 2)
    return 8 * sheet / np.pi * np.sum(1 / (n * np.sinh(n * np.pi * distance / side)))


def contact_matrix(cell_conductance, patches):
    """Resistor network of a film made of square cells (zero = no film).
    Each patch of nodes is shorted to form one contact. Returns the contact
    voltages for unit current into each contact, contact 1 being grounded."""
    nx, ny = cell_conductance.shape
    node = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    labels = []
    for patch in patches:
        label = int(node[patch].flat[0])
        node[patch] = label
        labels.append(label)
    ends = [(node[:-1, :-1], node[1:, :-1]), (node[:-1, 1:], node[1:, 1:]),
            (node[:-1, :-1], node[:-1, 1:]), (node[1:, :-1], node[1:, 1:])]
    start = np.concatenate([e[0].ravel() for e in ends])
    stop = np.concatenate([e[1].ravel() for e in ends])
    weight = np.tile(cell_conductance.ravel() / 2, 4)
    keep = (weight > 0) & (start != stop)
    w = weight[keep]
    used, compact = np.unique(np.concatenate([start[keep], stop[keep]]),
                              return_inverse=True)
    s, t = np.split(compact.ravel(), 2)
    size = len(used)
    laplacian = coo_matrix((np.concatenate([w, w, -w, -w]),
                            (np.concatenate([s, t, s, t]),
                             np.concatenate([s, t, t, s]))),
                           shape=(size, size)).tocsr()
    terminals = np.searchsorted(used, labels)
    free = np.delete(np.arange(size), terminals[0])
    rhs = np.zeros((size, 4))
    rhs[terminals, np.arange(4)] = 1
    volts = np.zeros((size, 4))
    volts[free] = splu(laplacian[free][:, free].tocsc()).solve(rhs[free])
    return volts[terminals]


def transfer(z, i, j, k, l):
    """(V_k - V_l)/I for current into contact i and out of contact j (from 0)."""
    return z[k, i] - z[k, j] - z[l, i] + z[l, j]


def readings(z):
    return transfer(z, 0, 1, 3, 2), transfer(z, 1, 2, 0, 3)


def corner_patches(nx, ny, p):
    left, right = slice(0, p + 1), slice(nx - p, nx + 1)
    bottom, top = slice(0, p + 1), slice(ny - p, ny + 1)
    return [(left, bottom), (right, bottom), (right, top), (left, top)]


def points(pairs):
    return [(slice(i, i + 1), slice(j, j + 1)) for i, j in pairs]


# ---- half-plane film: readings from superposed logarithmic potentials
rng = np.random.default_rng(4)
for _ in range(50):
    x = np.cumsum(rng.uniform(0.1, 2.0, 4))

    def potential(at, source, sink):
        return (np.log(abs(at - sink)) - np.log(abs(at - source))) / np.pi
    ra = potential(x[3], x[0], x[1]) - potential(x[2], x[0], x[1])
    rb = potential(x[0], x[1], x[2]) - potential(x[3], x[1], x[2])
    assert ra > 0 and rb > 0
    assert abs(np.exp(-np.pi * ra) + np.exp(-np.pi * rb) - 1) < 1e-12

# ---- worked example: platinum film, rough typical thin-film resistivity
thickness_nm, resistivity_uohm_cm = 100.0, 15.0
length_mm, width_mm = 10.0, 8.0
Rs = resistivity_uohm_cm * 1e-8 / (thickness_nm * 1e-9)
RA = rectangle_reading(Rs, length_mm, width_mm)
RB = rectangle_reading(Rs, width_mm, length_mm)
Rs_solved = solve_sheet(RA, RB)
Rs_avg = averaged_sheet(RA, RB)
excess = Rs_avg / Rs - 1
d = np.pi * (RA - RB) / (2 * Rs)
delta = (RA - RB) / (RA + RB)
assert abs(Rs_solved / Rs - 1) < 1e-10
assert excess > 0.01
assert abs(excess - np.log(np.cosh(d)) / LN2) < 1e-10
print(f"film thickness                      {thickness_nm:.0f} nm")
print(f"film resistivity (rough)            {resistivity_uohm_cm:.1f} uohm cm")
print(f"rectangle sides                     {length_mm:.0f} x {width_mm:.0f} mm")
print(f"true sheet resistance               {Rs:.4f} ohm/sq")
print(f"reading RA                          {RA:.5f} ohm")
print(f"reading RB                          {RB:.5f} ohm")
print(f"ratio RA/RB                         {RA / RB:.3f}")
print(f"mean reading                        {(RA + RB) / 2:.5f} ohm")
print(f"pi/ln 2                             {np.pi / LN2:.5f}")
print(f"solved sheet resistance             {Rs_solved:.4f} ohm/sq")
print(f"averaged sheet resistance           {Rs_avg:.4f} ohm/sq")
print(f"resistivity from average            {Rs_avg * thickness_nm / 10:.2f} uohm cm")
print(f"overestimate by averaging           {100 * excess:.2f} %")
print(f"half-difference d                   {d:.5f}")
print(f"asymmetry delta                     {delta:.5f}")
for name, trial in (("true Rs", Rs), ("averaged", Rs_avg)):
    ea, eb = np.exp(-np.pi * RA / trial), np.exp(-np.pi * RB / trial)
    print(f"exponentials at {name:8s}: A, B, sum  {ea:.5f} {eb:.5f} {ea + eb:.5f}")

# ---- inequality and exact error over a wide range of unequal readings
for ratio in np.geomspace(1.01, 1e4, 60):
    s = solve_sheet(ratio, 1.0)
    e = averaged_sheet(ratio, 1.0) / s - 1
    assert e > 0
    assert abs(e - np.log(np.cosh(np.pi * (ratio - 1) / (2 * s))) / LN2) < 1e-9 * (1 + e)
assert abs(averaged_sheet(1.0, 1.0) / solve_sheet(1.0, 1.0) - 1) < 1e-12
assert averaged_sheet(1e4, 1.0) / solve_sheet(1e4, 1.0) > 5
for ratio in (1.1, 1.5, 2.0, 5.0, 10.0, 100.0):
    e = averaged_sheet(ratio, 1.0) / solve_sheet(ratio, 1.0) - 1
    print(f"overestimate at RA/RB = {ratio:5.1f}       {100 * e:.3f} %")

# ---- small-asymmetry series, obtained numerically from the solved roots
c2, c4 = LN2 / 2, LN2**2 / 2 - LN2**3 / 12
small = 0.05
e_small = averaged_sheet(1 + small, 1 - small) / solve_sheet(1 + small, 1 - small) - 1
assert abs((e_small / small**2 - c2) / small**2 / c4 - 1) < 0.02
print(f"series coefficients delta^2, delta^4  {c2:.5f} {c4:.5f}")
print(f"example: delta^2 term alone         {100 * c2 * delta**2:.2f} %")
print(f"example: both terms                 {100 * (c2 * delta**2 + c4 * delta**4):.2f} %")
d_one = np.arccosh(2**0.01)
delta_one = d_one / (1.01 * LN2)
ratio_one = (1 + delta_one) / (1 - delta_one)
assert abs(averaged_sheet(ratio_one, 1) / solve_sheet(ratio_one, 1) - 1.01) < 1e-10
print(f"RA/RB giving 1 % overestimate       {ratio_one:.4f}")

# ---- rectangles of other shapes
for aspect in (1.0, 1.1, 1.5, 2.0):
    a = rectangle_reading(1.0, aspect, 1.0)
    b = rectangle_reading(1.0, 1.0, aspect)
    assert abs(solve_sheet(a, b) - 1) < 1e-10
    e = abs(averaged_sheet(a, b) - 1)
    print(f"side ratio {aspect:.1f}: RA/RB, overestimate  {a / b:.3f}  {100 * e:.2f} %")

# ---- resistor network of the example film, cells of 0.1 mm
nx, ny = 100, 80
uniform = np.full((nx, ny), 1 / Rs)
z_point = contact_matrix(uniform, corner_patches(nx, ny, 0))
net_A, net_B = readings(z_point)
net_sheet = solve_sheet(net_A, net_B)
# tolerance: lattice error of second order in cell size
assert abs(net_A / RA - 1) < 2e-3 and abs(net_B / RB - 1) < 2e-3
assert abs(net_sheet / Rs - 1) < 2e-3
assert abs(transfer(z_point, 3, 2, 0, 1) - net_A) < 1e-8
print(f"network readings RA, RB             {net_A:.5f} {net_B:.5f} ohm")
print(f"network solved sheet resistance     {net_sheet:.4f} ohm/sq")

# ---- irregular film without and with a hole (sheet resistance 1)
shape = np.ones((80, 80))
shape[45:, 50:] = 0
edge_points = points([(0, 20), (50, 0), (80, 30), (20, 80)])
irr_A, irr_B = readings(contact_matrix(shape, edge_points))
sum_plain = np.exp(-np.pi * irr_A) + np.exp(-np.pi * irr_B)
holed = shape.copy()
holed[10:35, 10:60] = 0
hole_A, hole_B = readings(contact_matrix(holed, edge_points))
sum_hole = np.exp(-np.pi * hole_A) + np.exp(-np.pi * hole_B)
# tolerance: lattice error at the inward corner
assert abs(sum_plain - 1) < 0.01
assert abs(sum_hole - 1) > 0.03
print(f"L-shaped film, sum of exponentials  {sum_plain:.4f}")
print(f"same film with a hole, sum          {sum_hole:.4f}")

# ---- neglected effects, as relative shifts of the solved sheet resistance
pad_mm = 1.0
z_pad = contact_matrix(uniform, corner_patches(nx, ny, 10))
pad_shift = solve_sheet(*readings(z_pad)) / net_sheet - 1
coarse = np.full((50, 40), 1 / Rs)
coarse_point = solve_sheet(*readings(contact_matrix(coarse, corner_patches(50, 40, 0))))
coarse_pad = solve_sheet(*readings(contact_matrix(coarse, corner_patches(50, 40, 5))))
# only the size of this small shift is used, so a loose grid check suffices
assert abs(coarse_pad / coarse_point - 1 - pad_shift) < 0.4 * abs(pad_shift)

u = (np.arange(nx) + 0.5) / nx * 2 - 1
v = (np.arange(ny) + 0.5) / ny * 2 - 1
profile = 1 - 0.05 * (u[:, None]**2 + v[None, :]**2) / 2
z_dome = contact_matrix(uniform * profile, corner_patches(nx, ny, 0))
dome_shift = solve_sheet(*readings(z_dome)) / net_sheet * profile.mean() - 1

temp_coeff, drift_K = 0.003, 1.0
drift_shift = solve_sheet(RA * (1 + temp_coeff * drift_K), RB) / Rs - 1
current_A, thermal_K_per_W = 0.010, 20.0
two_point = transfer(z_pad, 0, 1, 0, 1)
heating_K = current_A**2 * two_point * thermal_K_per_W
heat_shift = temp_coeff * heating_K
offset_V = 1e-6
offset_shift = solve_sheet(RA, RB + offset_V / current_A) / Rs - 1
thin_ratio = thickness_nm * 1e-6 / width_mm
neglected = [pad_shift, dome_shift, drift_shift, heat_shift, offset_shift, thin_ratio]
assert max(abs(np.array(neglected))) < excess / 5
print(f"assumed pad side                    {pad_mm:.1f} mm")
print(f"shift from corner pads              {100 * pad_shift:+.4f} %")
print(f"shift, corners 5 % thinner          {100 * dome_shift:+.3f} % (vs mean film)")
print(f"assumed temperature coefficient     {temp_coeff:.3f} 1/K (rough)")
print(f"shift, RA read {drift_K:.0f} K warmer           {100 * drift_shift:+.3f} %")
print(f"current; stage thermal resistance   {1e3 * current_A:.0f} mA; {thermal_K_per_W:.0f} K/W")
print(f"two-contact film resistance         {two_point:.2f} ohm")
print(f"self-heating                        {heating_K:.4f} K")
print(f"shift from self-heating             {100 * heat_shift:+.4f} %")
print(f"shift, {1e6 * offset_V:.0f} uV offset on RB          {100 * offset_shift:+.3f} %")
print(f"thickness / sample width            {thin_ratio:.2e}")
print("done: every assertion held")
```

Running it gives:

```
film thickness                      100 nm
film resistivity (rough)            15.0 uohm cm
rectangle sides                     10 x 8 mm
true sheet resistance               1.5000 ohm/sq
reading RA                          0.62426 ohm
reading RB                          0.15060 ohm
ratio RA/RB                         4.145
mean reading                        0.38743 ohm
pi/ln 2                             4.53236
solved sheet resistance             1.5000 ohm/sq
averaged sheet resistance           1.7560 ohm/sq
resistivity from average            17.56 uohm cm
overestimate by averaging           17.06 %
half-difference d                   0.49602
asymmetry delta                     0.61129
exponentials at true Rs : A, B, sum  0.27051 0.72949 1.00000
exponentials at averaged: A, B, sum  0.32731 0.76381 1.09112
overestimate at RA/RB =   1.1       0.079 %
overestimate at RA/RB =   1.5       1.421 %
overestimate at RA/RB =   2.0       4.136 %
overestimate at RA/RB =   5.0       21.706 %
overestimate at RA/RB =  10.0       43.008 %
overestimate at RA/RB = 100.0       147.617 %
series coefficients delta^2, delta^4  0.34657 0.21247
example: delta^2 term alone         12.95 %
example: both terms                 15.92 %
RA/RB giving 1 % overestimate       1.4049
side ratio 1.0: RA/RB, overestimate  1.000  0.00 %
side ratio 1.1: RA/RB, overestimate  1.827  3.13 %
side ratio 1.5: RA/RB, overestimate  13.988  55.41 %
side ratio 2.0: RA/RB, overestimate  117.992  156.47 %
network readings RA, RB             0.62435 0.15065 ohm
network solved sheet resistance     1.5003 ohm/sq
L-shaped film, sum of exponentials  1.0000
same film with a hole, sum          0.5515
assumed pad side                    1.0 mm
shift from corner pads              -0.5406 %
shift, corners 5 % thinner          -0.872 % (vs mean film)
assumed temperature coefficient     0.003 1/K (rough)
shift, RA read 1 K warmer           +0.182 %
current; stage thermal resistance   10 mA; 20 K/W
two-contact film resistance         3.26 ohm
self-heating                        0.0065 K
shift from self-heating             +0.0020 %
shift, 1 uV offset on RB          +0.026 %
thickness / sample width            1.25e-05
done: every assertion held
```
